# Why an ultrathin film shifts reflection phase linearly but reflectance quadratically

A glass surface in air reflects about 4 % of a red laser beam at normal incidence. Deposit one nanometre of a transparent oxide on it. In the model worked out below, the phase of the reflected wave moves by 48 mrad, which an interferometer can register, while the reflectance rises by only 0.2 % of its own value. With half the film, the phase shift falls to one half but the reflectance change falls to one quarter. Both quantities come from one complex amplitude, and the film perturbs that amplitude in proportion to its thickness. Why does the first-order change appear in the phase and not in the reflectance?

The short answer is that the film adds a small wave a quarter cycle out of step with the wave the glass already reflects. Such an addition turns the amplitude without stretching it. This needs more than transparency: for a surface that reflects only part of the light, the bare reflection amplitude must also be real.

## The model

A film of index $n_1$ fills $0<z<d$, between an ambient of index $n_0$ and a substrate of index $n_2\neq n_0$ that fills $z>d$. For now all indices are real and the substrate has no back surface. Light of vacuum wavenumber $k=2\pi/\lambda$ arrives along $+z$, with time factor $e^{-i\omega t}$. If $H$ is multiplied by the impedance of free space, Maxwell's equations become

$$E'=ikH,\qquad H'=ik\varepsilon E,\qquad \varepsilon=n^2 .$$

A wave $e^{iknz}$ has $H=nE$; a wave travelling backwards has $H=-nE$. Both $E$ and $H$ are continuous at every interface.

For the bare substrate with unit incident amplitude, continuity gives $1+r_0=\tau$ and $n_0(1-r_0)=n_2\tau$. Eliminating $\tau$,

$$r_0=\frac{n_0-n_2}{n_0+n_2},\qquad 1+r_0=\frac{2n_0}{n_0+n_2}.$$

Both are real. The reflectance is $R_0=r_0^2$.

A reflection phase needs a reference plane. Let $r_t$ be the amplitude at the film top, $z=0$, and $r_s$ the amplitude at the original substrate surface, $z=d$, with the ambient waves extrapolated to that plane. The incident wave gains $e^{ikn_0d}$ on the way and the reflected wave, traced back, gains $e^{-ikn_0d}$, so

$$r_s=r_t\,e^{-2in_0kd}.$$

The moduli are equal, so the choice affects the phase and not the reflectance.

## The film as a radiating sheet

Integrate the field equations across a film so thin that the fields inside may be replaced by their values at $z=d$:

$$E(0)=E(d)-ikd\,H(d),\qquad H(0)=H(d)-ikd\,n_1^2E(d).$$

Now extrapolate the ambient fields from $z=0$ to $z=d$, as if the film were absent. To first order in $d$ this adds $ikd\,H$ to $E$ and $ikd\,n_0^2E$ to $H$, giving

$$E_a=E(d),\qquad H_a=H(d)-ikd\,\chi\,E(d),\qquad \chi=n_1^2-n_0^2 .$$

The film thus acts as a sheet at the substrate surface, carrying the polarization by which it exceeds the ambient. The substrate has $H(d)=n_2E(d)$, so the sheet replaces $n_2$ by $n_2-ikd\chi$ in the formula for the bare surface:

$$r_s\simeq\frac{n_0-n_2+ikd\chi}{n_0+n_2-ikd\chi}.$$

Expanding numerator and denominator to first order gives

$$\delta r=ikd\chi\left[\frac{1}{n_0+n_2}+\frac{n_0-n_2}{(n_0+n_2)^2}\right]=\frac{2in_0kd\chi}{(n_0+n_2)^2}=\frac{ikd\chi}{2n_0}(1+r_0)^2 .$$

Each factor has a meaning. One factor $1+r_0$ is the field at the surface, which drives the sheet. The other collects the wave the sheet sends directly upwards and the one it sends down, which the substrate returns. The factor $i$ arises because a wave is radiated by a current, and the current is the time derivative of the polarization. The polarization follows the driving field without delay in a lossless film, so its radiation is a quarter cycle away from that field.

Since $r_0$ is real, the driving field is in step or in antiphase with the bare reflected wave. Hence $\delta r$ is purely imaginary beside a real $r_0$, and the interference term in

$$|r_0+\delta r|^2=r_0^2+2\,\mathrm{Re}(r_0^*\delta r)+|\delta r|^2$$

vanishes. That term is the one place where a first-order change of reflectance could arise.

The phase does change at first order. Measured from the bare substrate, it is $\mathrm{Im}(\delta r/r_0)$:

$$\varphi_s=\frac{2n_0kd\chi}{(n_0+n_2)(n_0-n_2)}=-2n_0kd\,\frac{n_1^2-n_0^2}{n_2^2-n_0^2}.$$

At the film top, $\varphi_t=\varphi_s+2n_0kd$. Putting both terms over the same denominator,

$$\varphi_t=-2n_0kd\,\frac{(n_1^2-n_0^2)-(n_2^2-n_0^2)}{n_2^2-n_0^2}=-2n_0kd\,\frac{n_1^2-n_2^2}{n_2^2-n_0^2}.$$

Take $n_0=1.0$, $n_1=2.0$, $n_2=1.5$, $\lambda=633$ nm and $d=1$ nm. Then $kd=0.009926$, $r_0=-0.2$ and $\chi=3$, so

$$\delta r=i\,\frac{0.009926\times3}{2}\,(0.8)^2=0.00953\,i,\qquad \varphi_s\simeq\frac{0.00953}{-0.2}=-0.0476\ \text{rad}.$$

The full solution gives $-47.6$ mrad, or $-2.73^\circ$, at the fixed plane and $-27.8$ mrad at the film top.

## The same result from symmetry

The sheet argument is a first-order one. A symmetry shows that every odd power of $d$ is missing from the reflectance, and that the film need not be uniform.

Let $\varepsilon$ be a real function of $u=z/d$. The field equations become $dE/du=i(kd)H$ and $dH/du=i(kd)\varepsilon E$, so thickness enters through the product $kd$. Start at the substrate with the real values $E=1$, $H=n_2$ and integrate up to the film top. Complex conjugation of the equations changes $i(kd)$ into $-i(kd)$ and leaves the starting values alone. The fields at the top for $-kd$ are therefore the conjugates of those for $kd$.

At the top, an incident amplitude $a$ gives $E=a(1+r_t)$ and $H=n_0a(1-r_t)$. Hence $n_0E+H=2n_0a$ and $n_0E-H=2n_0ar_t$, so that

$$r_t=\frac{n_0E-H}{n_0E+H},\qquad r_t(-d)=r_t(d)^* .$$

A negative thickness is here a mathematical continuation of the power series, not a physical film. The relation makes $|r_t|^2$ even in $d$ and the phase relative to the bare surface odd. The factor $e^{-2in_0kd}$ obeys the same rule, so the statement holds at either plane.

A graded film was tested by integrating the field equations, with $\varepsilon$ falling linearly from 4.0 at the top face to 2.5 at the substrate. Doubling its thickness from 0.2 to 0.4 nm multiplied the reflectance change by 4 and the phase by 2, each within 0.1 %.

## The size and sign of the quadratic term

Symmetry does not supply the coefficient. For the uniform film, the solution that takes the values $E(d)=1$ and $H(d)=n_2$ is, at the top,

$$E(0)=\cos\beta-\frac{in_2}{n_1}\sin\beta,\qquad H(0)=n_2\cos\beta-in_1\sin\beta,\qquad \beta=n_1kd .$$

The energy flux is proportional to $\mathrm{Re}(EH^*)$. Its derivative is the real part of $ik|H|^2-ik\varepsilon|E|^2$, which is zero for real $\varepsilon$. The flux at the top, $n_0|a|^2(1-R)$, therefore equals the flux $n_2$ in the substrate. With $a=(n_0E+H)/(2n_0)$,

$$1-R=\frac{4n_0n_2}{|n_0E(0)+H(0)|^2}.$$

The denominator is

$$(n_0+n_2)^2\cos^2\beta+\left(n_1+\frac{n_0n_2}{n_1}\right)^2\sin^2\beta=(n_0+n_2)^2(1+g\sin^2\beta),$$

where $\cos^2\beta=1-\sin^2\beta$ has been used. The cross terms $2n_0n_2$ of the two squares cancel in $g$:

$$g=\frac{n_1^2+n_0^2n_2^2/n_1^2-n_0^2-n_2^2}{(n_0+n_2)^2}=\frac{(n_1^2-n_0^2)(n_1^2-n_2^2)}{n_1^2(n_0+n_2)^2}.$$

Let $T_0=1-R_0=4n_0n_2/(n_0+n_2)^2$. Subtracting the two transmittances gives, for any thickness in this model,

$$\Delta R=T_0-\frac{T_0}{1+g\sin^2\beta}=\frac{T_0\,g\sin^2\beta}{1+g\sin^2\beta}.$$

For $\beta\ll1$ the leading term is $T_0g\beta^2$, or

$$\Delta R\simeq\frac{4n_0n_2(n_1^2-n_0^2)(n_1^2-n_2^2)}{(n_0+n_2)^4}\,(kd)^2 .$$

In the example $T_0=0.96$, $g=3\times1.75/(4\times6.25)=0.21$ and $\beta=0.01985$. This gives $\Delta R\simeq0.96\times0.21\times0.01985^2=7.94\times10^{-5}$, which is 0.199 % of $R_0=0.04$.

The next correction follows from $\sin^2\beta\simeq\beta^2(1-\beta^2/3)$ and $1/(1+g\beta^2)\simeq1-g\beta^2$: the quadratic law is too large by the relative amount $(1/3+g)\beta^2$. That is 0.02 % at 1 nm and 0.34 % at 4 nm, in agreement with the numerical output. The linear phase law is too large in magnitude by 0.07 % at 1 nm and 1.1 % at 4 nm. This growth by about sixteen for a fourfold thickness is what a cubic next term requires.

## Why squaring the phase is not enough

It is tempting to say that the tip of $r$ moves sideways by $R_0^{1/2}\varphi_s$, so that Pythagoras gives $\Delta R=R_0\varphi_s^2$. For the 1 nm film this yields $9.07\times10^{-5}$ instead of $7.94\times10^{-5}$. For a film of index 1.3 it yields $+4.8\times10^{-6}$, while the true change is $-5.8\times10^{-6}$. The estimate omits the second-order real part of $r_s$, which interferes with $r_0$ and contributes at the same order as $|\delta r|^2$.

That real part has two sources. The first is the field of the sheet acting back on the sheet. The sheet formula for $r_s$ contains it: the transmitted amplitude is $2n_0/(n_0+n_2-ikd\chi)$, and flux conservation then gives

$$\Delta R_{\rm sheet}=T_0-\frac{4n_0n_2}{(n_0+n_2)^2+(kd\chi)^2}\simeq\frac{4n_0n_2\chi^2(kd)^2}{(n_0+n_2)^4},$$

which is never negative.

The second source is the position of the film. Its centre lies $d/2$ above the substrate, not on it. With $\phi=n_0kd/2$, the driving field there is $e^{-i\phi}+r_0e^{i\phi}$, and the outgoing radiation referred to the substrate plane carries the same factor. So $(1+r_0)^2$ in $\delta r$ becomes

$$[(1+r_0)-i\phi(1-r_0)]^2\simeq(1+r_0)^2-2i\phi(1-r_0^2).$$

Multiplied by $ikd\chi/(2n_0)$, the last term is real and equals $\chi(kd)^2(1-r_0^2)/2$. Interference with $r_0$ doubles it and multiplies it by $r_0$:

$$\Delta R_{\rm height}=r_0(1-r_0^2)\chi(kd)^2=-\frac{4n_0n_2\chi(n_2^2-n_0^2)}{(n_0+n_2)^4}(kd)^2,$$

where $1-r_0^2=T_0$ and $r_0=-(n_2^2-n_0^2)/(n_0+n_2)^2$. The sum of the two parts contains $\chi[\chi-(n_2^2-n_0^2)]=(n_1^2-n_0^2)(n_1^2-n_2^2)$, which is the coefficient found above. In the example the parts are about $+13.6\times10^{-5}$ and $-5.7\times10^{-5}$.

The result can also be written with both phases. Multiplying $\varphi_s$ by $\varphi_t$ and using $R_0=(n_2-n_0)^2/(n_2+n_0)^2$,

$$\Delta R\simeq\frac{n_2}{n_0}R_0\,\varphi_s\varphi_t .$$

This makes the special cases visible. If $n_1=n_0$, no film has been added optically, and $\varphi_s=0$. If $n_1=n_2$, the substrate has merely grown thicker, and $\varphi_t=0$. In both cases the reflectance does not change at any thickness. An index between $n_0$ and $n_2$ gives the phases opposite signs and lowers the reflectance, which is the thin-film beginning of an antireflection coating. A film index outside that interval raises it.

## When a linear reflectance change returns

Let the uncoated structure have any amplitude $r_b$, possibly complex. The sheet derivation still holds if $n_2$ is replaced by the ratio $H/E$ at the surface, so $\delta r=ikd\chi(1+r_b)^2/(2n_0)$. The first-order reflectance change is

$$\Delta R_1=2\,\mathrm{Re}(r_b^*\delta r)=\frac{kd}{n_0}\,\mathrm{Re}\left[i\chi\,r_b^*(1+r_b)^2\right].$$

Since $r_b^*(1+r_b)^2=r_b^*+2|r_b|^2+|r_b|^2r_b$, its imaginary part is $-(1-|r_b|^2)\,\mathrm{Im}\,r_b$. For a lossless film, therefore,

$$\Delta R_1=\frac{kd\chi}{n_0}\,(1-|r_b|^2)\,\mathrm{Im}\,r_b .$$

An absorbing substrate has a complex $r_b$. For a silicon-like index of $3.9+0.02i$, with the film and wavelength unchanged, the 1 nm film changes $R$ by $-12.2\times10^{-5}$, of which $-3.2\times10^{-5}$ is linear. Even weak absorption matters here, because a linear term gains on a quadratic one as the film becomes thinner.

An absorbing film on a transparent substrate also gives a linear term, through $\mathrm{Im}\,\chi$. For $n_1=2.0+0.001i$, $\mathrm{Im}\,\chi=0.004$ and the change is $0.009926\times0.004\times0.2\times0.8^2=5.1\times10^{-6}$. It is positive because absorption puts part of the sheet's radiation in step with the reflected wave when $r_0<0$.

The largest of the exceptions worked out here involves no absorption. A glass plate with parallel faces, lit by a laser whose coherence length exceeds the round trip, has a complex $r_b$ because the back reflection returns with an arbitrary phase. Scanning the plate thickness over one fringe, with the 1 nm film fixed, gives changes between $-5.3\times10^{-3}$ and $+5.4\times10^{-3}$. The upper value is 68 times the change on a substrate without a back surface.

Averaging over the fringe removes the linear term. Reversing the round-trip phase of the plate turns $r_b$ into $r_b^*$, so $\mathrm{Im}\,r_b$ changes sign while $|r_b|$ does not, and the contributions cancel in pairs. What remains is the sum of intensities,

$$R_{\rm tot}=R+\frac{(1-R)^2R_0}{1-RR_0},$$

in which light crosses the front face, reflects from the back with $R_0$, and may repeat the trip. This depends on the film through $R$ alone, so it inherits the quadratic law. For 1 nm the change is $7.3\times10^{-5}$.

## What this means for measuring thickness

The quadratic law makes the slope $dR/dd$ vanish at zero thickness, where the phase slope is finite. Assume that an instrument resolves 0.1 % of $R_0$, or $4.0\times10^{-5}$. The coefficient of $d^2$ is $7.95\times10^{-5}$ per nm², so the thinnest film distinguishable from bare glass is $\sqrt{4.0/7.95}=0.71$ nm. Around 1 nm, where the slope is twice the coefficient, the resolution is $4.0/(2\times7.95)=0.25$ nm. A phase resolution of 1 mrad corresponds to $1/47.6=0.021$ nm throughout the linear range. The ratio of these figures depends on the assumed resolutions; the loss of reflectance sensitivity towards zero thickness does not, provided the uncoated surface is a clean, abrupt interface. A transparent layer already on the glass, such as adsorbed water or a leached surface layer, makes $r_b$ complex and restores the linear term $\Delta R_1$. With 1 nm of index 1.33 under the film, the slope at $d=0$ is $-4.4\times10^{-5}$ per nm and the 1 nm film changes $R$ by $3.6\times10^{-5}$ instead of $7.9\times10^{-5}$; with 5 nm of index 1.45 the slope is $-6.7\times10^{-5}$ per nm.

The phase needs care in another way. A step of height $h$ in the substrate material itself has $n_1=n_2$ and gives $\varphi_s=-2n_0kh$. An interferometer that interprets the film edge as such a step reports

$$h=d\,\frac{n_1^2-n_0^2}{n_2^2-n_0^2},$$

which is 2.4 nm for the 1 nm film. The phase is sensitive, but its conversion to thickness requires the film index.

The parameters are rough values for a high-index oxide on glass. A real film of 1 nm is only a few atomic layers thick, so a uniform slab with sharp faces and a bulk index is an idealization. If the index were 1.9, the reflectance change would fall by $2.6\times10^{-5}$, about a third. A contamination layer of 0.3 nm with index 1.45 on top of the film, present in the coated reading only, would add $1.7\times10^{-5}$; the same layer between film and glass would instead subtract $0.4\times10^{-5}$. If half the area were 0.7 nm thick and half 1.3 nm, in patches much wider than the wavelength and with all the reflected light collected, the intensities of the patches would add; the mean of $d^2$ would rise by 9 %, and the signal with it. A tilt of 1° between the bare and coated readings would shift the bare reflectance by $1.6\times10^{-5}$ in s polarization. Largest in this group is an error of 0.001 in the substrate index, worth $12.8\times10^{-5}$, more than the film itself. An absolute reflectance reading therefore cannot identify such a film unless the substrate is known better than that; comparing the same piece of glass before and after deposition avoids most of this error. With laser light, the back reflection must also be blocked, deflected or averaged, since otherwise the quadratic law does not describe the reading.

## Computed values

```
wavelength = 633 nm; film d = 1.0 nm
indices n0, n1, n2 = 1.0, 2.0, 1.5
k d = 0.009926; beta = n1 k d = 0.019852 rad
bare amplitude r0 = -0.2000; R0 = 0.040000
first-order amplitude at 1 nm = 0.009529 i
d (nm) | dR exact | dR quadratic | units 1e-6
0.5 | 19.862 | 19.863
1.0 | 79.435 | 79.452
2.0 | 317.535 | 317.807
4.0 | 1266.882 | 1271.226
d (nm) | fixed-plane phase exact | linear | mrad
0.5 | -23.818 | -23.823
1.0 | -47.611 | -47.645
2.0 | -95.022 | -95.290
4.0 | -188.473 | -190.580
log2 ratio of dR, 1 nm to 0.5 nm = 1.9998
log2 ratio of phase, same pair = 0.9992
film-top phase at 1 nm = -27.759 mrad
relative change dR/R0 at 1 nm = 0.1986 %
fixed-plane phase at 1 nm = -2.728 deg
Pythagorean estimate R0 phase^2 = 90.67e-6
film index 1.3 instead: dR = -5.847e-6
  its Pythagorean estimate = 4.804e-6
apparent step height of 1 nm film = 2.398 nm
assumed resolution: 0.1 % of R0; 1 mrad of phase
least film seen by R from bare = 0.710 nm
R resolution around 1 nm = 0.252 nm
phase resolution, any thin d = 0.0210 nm
shifts of R for the 1 nm film, units 1e-6:
  film absorption, kappa 0.001: 5.08
  0.3 nm contamination, n 1.45: 17.29
  thickness spread +-0.3 nm: 7.14
  film index 1.9, not 2.0: -25.73
  substrate index error +0.001: 128.05
  1 deg tilt between readings, s-pol: 16.25
dR with incoherent back surface = 73.44e-6
coherent plate: largest dR = 5387e-6
coherent plate: lowest dR = -5251e-6
silicon-like substrate index = 3.9 + 0.02 i
  total dR at 1 nm = -121.90e-6
  its linear part = -32.23e-6
```
